# Density of States from a Mott Temperature and Its Length Sensitivity

**Question.** The ohmic conductivity of a thick, trap-rich insulating film follows $\ln\sigma=\text{const}-(T_0/T)^{1/4}$ with $T_0=10^8$ K. The localized amplitudes are taken to decay over 1 nm. What density of localized states at the Fermi level does this imply, and how strongly does the answer depend on the assumed length?

**Answer.** The fit does not give the density of states by itself. It fixes a product of that density and a volume, so the first task is to find which volume.

## From hops to a Mott temperature

Let the amplitude of a localized state decay as $e^{-r/\xi}$. The tunnelling probability between two sites a distance $r$ apart then decays as $e^{-2r/\xi}$. This convention defines $\xi$ throughout.

Measure site energies from the Fermi level. An electron can hop from $i$ to $j$ if $i$ is occupied, $j$ is empty, and a phonon supplies any energy needed. For energies large compared with $k_BT$, these factors combine into $e^{-E_{ij}/k_BT}$, where

$$E_{ij}=\tfrac12\left(|E_i|+|E_j|+|E_i-E_j|\right).$$

Three cases confirm this, taking $E_j>E_i$:

- If $E_i<0<E_j$, site $i$ is almost surely full and $j$ almost surely empty. The cost is the climb $E_j-E_i=|E_i|+|E_j|$.
- If both energies are positive, occupying $i$ costs $E_i$ and the climb costs $E_j-E_i$, in total $E_j$.
- If both are negative, emptying $j$ costs $|E_j|$ and the climb costs $|E_i|-|E_j|$, in total $|E_i|$.

The conductance between two sites is therefore proportional to $e^{-u_{ij}}$, with

$$u_{ij}=\frac{2r_{ij}}{\xi}+\frac{E_{ij}}{k_BT}.$$

These conductances span many orders of magnitude. Imagine inserting the bonds in order of increasing $u_{ij}$, the best conductors first. At some value $u$ they first connect the two ends of the sample. Much better bonds act nearly as short circuits, and much worse ones are bypassed, so to leading exponential order $\sigma\propto e^{-u}$.

To find $u$, assume that the sites are placed at random without correlation and that their density per energy and volume, $g$, is constant over the energies used. A bond with $u_{ij}\le u$ needs $r\le u\xi/2$ and site energies within $\pm uk_BT$. Measure lengths in units of $u\xi/2$ and energies in units of $uk_BT$. The bond condition becomes "scaled distance plus scaled energy at most one", which contains no material parameter. What remains is the number of sites in the energy band per scaled unit of volume:

$$\nu=g\,(2uk_BT)\left(\frac{u\xi}{2}\right)^3=\frac{g\,k_BT\,\xi^3u^4}{4}.$$

Connection across a large sample occurs at a fixed critical number $\nu_c$. Solving for $u$ and writing $\beta=4\nu_c$ gives

$$u^4=\frac{\beta}{g\,k_BT\,\xi^3}=\frac{T_0}{T},\qquad k_BT_0=\frac{\beta}{g\,\xi^3}.$$

Three powers of $u$ come from the volume and one from the energy band. The same volume supplies the cube of $\xi$. Inverting,

$$g=\frac{\beta}{k_BT_0\,\xi^3}.$$

## The number

With the adopted prefactor $\beta=21.2$, $k_BT_0=8617.3$ eV and $\xi^3=1\ \text{nm}^3=10^{-21}\ \text{cm}^3$,

$$g=\frac{21.2}{(8617.3\ \text{eV})(10^{-21}\ \text{cm}^3)}\approx2.5\times10^{18}\ \text{eV}^{-1}\,\text{cm}^{-3}.$$

In SI units this is about $1.5\times10^{43}\ \text{J}^{-1}\,\text{m}^{-3}$. It is a density per unit energy at the Fermi level, not a total trap density.

## How the result scales with length

Taking logarithms and differentiating gives

$$\frac{dg}{g}=\frac{d\beta}{\beta}-\frac{dT_0}{T_0}-3\frac{d\xi}{\xi}.$$

A small relative error in $\xi$ is tripled and reversed in sign. For larger errors the ratio $(\xi_{\rm new}/\xi)^{-3}$ must be used, because the response is asymmetric. With $T_0$ and $\beta$ held fixed:

| $\xi$ (nm) | $g$ ($10^{18}\ \text{eV}^{-1}\text{cm}^{-3}$) | ratio to 1 nm case |
|---|---:|---:|
| 0.5 | 19.7 | 8.00 |
| 0.9 | 3.4 | 1.37 |
| 1.0 | 2.5 | 1.00 |
| 1.1 | 1.8 | 0.75 |
| 2.0 | 0.31 | 0.125 |

A length 10% shorter raises $g$ by 37%; one 10% longer lowers it by 25%. The last row also shows what a change of convention does. If the quoted 1 nm described the decay of the probability density, $e^{-r/(1\ \text{nm})}$, the amplitude length would be 2 nm and $g$ would be eight times smaller.

The slope of $\ln\sigma$ against $T^{-1/4}$ has magnitude $T_0^{1/4}$, so at fixed $\xi$ the density varies as the inverse fourth power of the slope. A slope 1% too large makes $g$ about 4% too small.

A different question is how the conductivity changes if $\xi$ varies while $g$, $T$ and the conductivity prefactor stay fixed. Then $u\propto\xi^{-3/4}$, and

$$d\ln\sigma=-du=\frac34u\,\frac{d\xi}{\xi}.$$

At 300 K, $u=(10^8/300)^{1/4}=24.0$, so the coefficient is $0.75\times24.0=18$. The conductivity is far more sensitive to the length than the inferred density is.

## How firm is the prefactor?

A simpler argument replaces the network by one typical hop. Require one state within a distance $R$ and an energy interval $W$:

$$\frac{4\pi}{3}R^3gW=1,\qquad u(R)=\frac{2R}{\xi}+\frac{3}{4\pi gk_BT R^3}.$$

A longer hop costs tunnelling but offers a closer energy match. At the minimum,

$$\frac{2}{\xi}-\frac{9}{4\pi gk_BT R^4}=0,\qquad R^4=\frac{9\xi}{8\pi gk_BT}.$$

The first condition also shows that the energy term in $u$ equals $2R/(3\xi)$. Hence $u=8R/(3\xi)$, and

$$u^4=\left(\frac83\right)^4\frac{1}{\xi^4}\frac{9\xi}{8\pi gk_BT}=\frac{512}{9\pi}\frac{1}{gk_BT\xi^3}.$$

This gives $\beta=18.1$ and $g=2.1\times10^{18}\ \text{eV}^{-1}\text{cm}^{-3}$. The powers are unchanged; the number in front depends on how the network is treated.

The bond rule can also be simulated directly. Sites were placed at random with the density found above, at 300 K and $\xi=1$ nm, between electrodes 160 nm apart. Six samples gave $\beta=17.8$ with a standard error of 0.4. Three samples with a 240 nm gap gave 17.0. These few samples do not separate the effect of size from sampling scatter, but both results lie below 21.2. Using 17.0 gives $g=2.0\times10^{18}\ \text{eV}^{-1}\text{cm}^{-3}$, 20% below the estimate with the adopted prefactor. The value $2.5\times10^{18}$ is thus conditional on $\beta=21.2$.

In the 160 nm geometry, doubling $\xi$ at fixed $g$ and $T$ gave $u^4\propto\xi^{-3.03}$. Cooling from 300 to 100 K at fixed $g$ and $\xi$ gave $u\propto T^{-0.250}$. The simulation supports the scaling within this model; it does not test whether a given material obeys the model.

## Which states and distances are involved?

Inserting $u=24.0$ into the typical-hop relations gives the following scales at 300 K. They are estimates only, since this $u$ belongs to $\beta=21.2$ and the relations to $\beta=18.1$:

$$R=\frac38\xi u=9.0\ \text{nm},\qquad W=\frac{k_BTu}{4}=0.155\ \text{eV}.$$

The network may use energies as far as $uk_BT=0.62$ eV on either side of the Fermi level. A flat density over this whole band would contain $2(0.62\ \text{eV})g\approx3.1\times10^{18}$ states per $\text{cm}^3$. Flatness over more than 1 eV is a demanding assumption. Hop energies of this size can also exceed the largest energy of a single phonon in the material. Where they do, several phonons must take part in a hop, and the simple energy factor used above becomes a further assumption.

Suppose instead that the density is $g[1+(E/0.5\ \text{eV})^2]$. In the typical-hop model, counting states from the Fermi level up to $W$, fitting between 200 and 300 K then returns 0.895 of the true density at the Fermi level. (An interval of the same width centred on the Fermi level gives 0.97, so the figure depends on where the interval is placed.) The inferred value is too low although states have been added. The reason is that $W$ grows with temperature: heating brings in the denser part of the spectrum, $u$ falls faster, and the fitted $T_0$ is too large. This calculation weighs energies up to $W$, not the full network band. Applying the bond rule on random sites to the same curved density gives a larger error of the same sign, a ratio of roughly 0.75 to 0.8.

The temperature dependence of the conductivity prefactor also matters. If $\sigma_0\propto T^{-s}$, set $x=T^{-1/4}$, so that $\ln T=-4\ln x$ and

$$\ln\sigma=\text{const}+4s\ln x-T_0^{1/4}x.$$

The local slope has magnitude $T_0^{1/4}-4s/x$. A fit that ignores the prefactor's temperature dependence therefore obeys

$$T_0^{1/4}=T_{0,\rm fit}^{1/4}+4sT^{1/4}.$$

For $s=1/2$ and a fit over 200 to 300 K, a fitted $10^8$ K corresponds to a true $T_0$ of $1.36\times10^8$ K. The density falls by 26%, to $1.8\times10^{18}\ \text{eV}^{-1}\text{cm}^{-3}$, with $\beta=21.2$ retained. A prefactor that rises with temperature shifts the result the other way.

## A test film and a memory cell

The parameters are round values chosen for illustration; they do not describe a particular material. The 200 nm test film is deliberately much thicker than a 10 nm memory layer. It is about 22 hop lengths thick. The length that decides bulk behaviour is, however, the mesh size of the critical network, of order $Ru^{0.88}\approx150$ nm, so the margin is modest: in the resistor network of the bond rule $\ln\sigma$ rises by about 0.1 when the gap is reduced to 100 nm and by about 0.4 at 50 nm. At 0.1 V its field is 0.005 MV/cm, and the field energy over one hop is $eFR=0.17k_BT$. Consider an electron that can climb by the same energy $W$ to either of two sites, one a distance $R$ ahead along the electric force and one a distance $R$ behind. The field changes the two climbs to $W\mp eFR$, and hence the two rates by the factors $e^{\pm y}$ with $y=eFR/k_BT$. The difference of the rates exceeds its linear value by the fraction $\sinh y/y-1$, or 0.5%. This is an estimate for hops from one site, not a bound for a network in which the voltage is shared unevenly. In the resistor network the bonds that dissipate the power carry drops of about $0.4k_BT$ at this bias, which points to a nonlinearity of roughly 1 to 3%.

At the same bias, a 10 nm cell is only 1.1 hop lengths thick and has $eFR=3.5k_BT$. Both the bulk and the ohmic assumptions fail. The present model supplies no correction factor for this case, so $g$ should not be extracted from such a cell with the formula above.

Two other effects are small for the thick film at 300 K. The long-range Coulomb interaction between localized charges depletes states near the Fermi level. With relative permittivity 10 and the standard parabolic form of this gap, its half-width is 2.8 meV, or 1.8% of $W$. Excitation out of traps 1.2 eV deep, with an assumed prefactor 1000 times that of hopping, contributes a conductivity about $2\times10^{-7}$ of the hopping value. Shallower traps would raise this fraction exponentially.

For the thick film, then, an independent value of $\xi$ is essential. Replacing $\beta=21.2$ by 17.0 changes $g$ as much as lengthening $\xi$ by about 8%, whereas a factor of two in $\xi$ changes it eightfold. The numerical output below lists the values used.

## Values computed for the example and the checks

```
Mott temperature T0: 1.0e+08 K
localization length xi: 1.0 nm
adopted prefactor beta: 21.2
kB*T0: 8617.3 eV
density of states g: 2.460e+18 eV^-1 cm^-3
g converted to SI: 1.536e+43 J^-1 m^-3
xi 0.5 nm: g 1.968e+19 eV^-1 cm^-3, ratio 8.000
xi 0.8 nm: g 4.805e+18 eV^-1 cm^-3, ratio 1.953
xi 0.9 nm: g 3.375e+18 eV^-1 cm^-3, ratio 1.372
xi 1.1 nm: g 1.848e+18 eV^-1 cm^-3, ratio 0.751
xi 1.2 nm: g 1.424e+18 eV^-1 cm^-3, ratio 0.579
xi 2.0 nm: g 3.075e+17 eV^-1 cm^-3, ratio 0.125
g ratio if fitted slope is 1% larger: 0.9610
mean-hop prefactor: 18.11
g with mean-hop prefactor: 2.10e+18 eV^-1 cm^-3
simulated beta, 160 nm box, 6 samples: 17.75
its standard error: 0.35
simulated beta, 240 nm box, 3 samples: 16.99
g with simulated beta (240 nm box): 1.97e+18 eV^-1 cm^-3
simulated power of xi in u^4: -3.03
simulated power of T in u: -0.250
temperature T: 300 K
thermal energy kT: 0.0259 eV
hopping exponent u: 24.03
hop length R: 9.01 nm
hop energy W: 0.155 eV
hopping band half-width u*kT: 0.621 eV
states in full hopping band: 3.06e+18 cm^-3
test film thickness: 200 nm
applied bias: 0.1 V
film field: 0.005 MV/cm
film thickness / R: 22.2
film e*F*R/kT: 0.174
film field correction sinh(y)/y-1: 0.51 %
field where e*F*R = kT: 0.0287 MV/cm
memory cell thickness: 10 nm
cell field: 0.10 MV/cm
cell thickness / R: 1.11
cell e*F*R/kT: 3.49
relative permittivity: 10
Coulomb gap half-width: 2.77 meV
Coulomb gap half-width / W: 0.0179
trap depth: 1.2 eV
assumed band/hopping prefactor ratio: 1000
band/hopping conductivity ratio: 1.9e-07
fit window: 200 to 300 K
true T0 if sigma0 ~ T^-1/2 was ignored: 1.356e+08 K
g corrected for that: 1.81e+18 eV^-1 cm^-3
ratio of corrected g to g: 0.737
density-of-states curvature width: 0.5 eV
inferred/true g, curved case, mean-hop: 0.895
```
